\section*{Why the Unit-Cell Dipole Is Not the Bulk Polarization}

\section{Choosing a cell}

\textbf{Q:} I have the charge density of a periodic crystal, ions and electrons together. To get the polarization I integrate $x\rho(x)$ over one unit cell and divide by the length of the cell. Polarization is dipole moment per volume, so what more could be needed?

\textbf{A:} Let us write down your quantity and see whether it belongs to the crystal. I take one dimension, a fixed period $a$, a continuous total density with $\rho(x+a)=\rho(x)$, and a neutral cell, $\int_0^a\rho\,dx=0$. The algebra is in atomic units, with electron charge $-1$. Your cell must begin somewhere, say at $x_0$:
\begin{equation}
P_{\rm cell}(x_0)=\frac1a\int_{x_0}^{x_0+a}x\,\rho(x)\,dx .
\label{cell}
\end{equation}
In one dimension, dipole per length is a charge. Now move the origin. Only the limits depend on $x_0$, so
\begin{align}
\frac{dP_{\rm cell}}{dx_0}
&=\frac1a\left[(x_0+a)\rho(x_0+a)-x_0\rho(x_0)\right]\nonumber\\
&=\frac1a\left[(x_0+a)-x_0\right]\rho(x_0)=\rho(x_0),
\label{slope}
\end{align}
where the second line uses periodicity. Wherever the density at the boundary is nonzero, a small shift of the boundary changes your answer, although the crystal is the same.

\textbf{Q:} Is that a large effect or a technicality?

\textbf{A:} Take a model chain with $a=4$~\AA. Each cell has ion A at $0$ and ion B at $X_B=2\ \text{\AA}+\lambda$, both of charge $+1$, spread as Gaussians of width 0.3~\AA. Two independent electrons per cell move in attractive Gaussian wells of width 0.6~\AA\ centred on the ions, 30~eV deep at A and 15~eV at B. The wells are prescribed, not computed from the charges. I solve for the Bloch states in plane waves, fill the lowest band with both spins, and integrate Eq.~(\ref{cell}) by quadrature. For $\lambda=0.2$~\AA, the origins $x_0=-1$, $0$ and $1$~\AA\ give $0.479$, $-0.010$ and $-0.361\,e$. Even the sign is a matter of choice. At $x_0=2$~\AA\ the density is $1.04\,e$/\AA, so to first order a shift of 0.1~\AA\ changes the result by about $0.1\,e$.

\textbf{Q:} Then I should treat all origins equally and average over them.

\textbf{A:} Put $x=x_0+s$ in Eq.~(\ref{cell}):
\begin{equation}
P_{\rm cell}(x_0)=\frac{x_0}{a}\int_0^a\rho(x_0+s)\,ds
+\frac1a\int_0^a s\,\rho(x_0+s)\,ds .
\end{equation}
The first integral is the charge of a cell, which is zero. Average the second term over $x_0$ and exchange the order of integration:
\begin{equation}
\frac1a\int_0^a P_{\rm cell}(x_0)\,dx_0
=\frac1{a^2}\int_0^a s\left[\int_0^a\rho(x_0+s)\,dx_0\right]ds=0 .
\label{average}
\end{equation}
For each $s$ the bracket is again the charge of one full period. The average vanishes for every neutral periodic density, polar or not, so it carries no information about polarization.

\section{Keeping the boundary fixed}

\textbf{Q:} Experiments measure changes of polarization. If I keep $x_0$ fixed while the ions move, surely the arbitrary part cancels in the difference.

\textbf{A:} Charge conservation decides that. With $\partial_t\rho=-\partial_xj$ and a periodic current density $j$, integration by parts gives
\begin{align}
\frac{dP_{\rm cell}(x_0)}{dt}
&=-\frac1a\int_{x_0}^{x_0+a}x\,\partial_xj\,dx\nonumber\\
&=-\frac1a\Big[xj\Big]_{x_0}^{x_0+a}+\frac1a\int_{x_0}^{x_0+a}j\,dx
=\langle j\rangle-j(x_0),
\label{missing}
\end{align}
where $\langle j\rangle$ is the average over a cell. The second term depends on the boundary. When charge leaves through one side of the cell, equal charge enters through the other, and the density inside keeps no record of the transfer.

In the chain, let B move from $\lambda=0$ to 0.2~\AA. The cell dipole per length changes by $0.054\,e$ for $x_0=-1$~\AA, by $-0.010\,e$ for $x_0=0$ and by $-0.162\,e$ for $x_0=2$~\AA. The difference is as arbitrary as the value.

\textbf{Q:} Which part of Eq.~(\ref{missing}) is the physical one?

\textbf{A:} Consider a finite sample of $N$ cells with dipole $d=\int x\rho\,dx$ over all space. The same integration by parts now has no boundary term, because no current flows outside the sample:
\begin{equation}
\dot d=-\int x\,\partial_xj\,dx=\int j\,dx
=Na\langle j\rangle+\text{(end corrections)} .
\end{equation}
The end corrections do not grow with $N$. Dividing by $Na$ and letting $N$ grow leaves $\langle j\rangle$. The bulk change of polarization is therefore
\begin{equation}
\Delta P=\int\langle j\rangle\,dt ,
\label{delta}
\end{equation}
provided that the sample stays insulating and no macroscopic field appears in its interior. In the model no such field arises, because the wells are prescribed.

\section{Computing the current}

\textbf{Q:} A slowly distorted crystal is practically in its ground state, and a ground state carries no current. How do I compute $\langle j\rangle$?

\textbf{A:} The current is proportional to the speed $\dot\lambda$, but the motion takes a time proportional to $1/\dot\lambda$, so the transferred charge stays finite. We need the state to first order in $\dot\lambda$.

Write a Bloch state as $e^{ikx}u_k(x)$, with $u_k$ periodic and normalized over one cell. It obeys $H_ku_k=E_ku_k$ with $H_k=\frac12(p+k)^2+V(x;\lambda)$. The potential stays periodic, so $k$ is conserved. Define
\begin{equation}
A_k=i\langle u_k|\partial_ku_k\rangle,\qquad
A_\lambda=i\langle u_k|\partial_\lambda u_k\rangle ,
\end{equation}
both real, since normalization makes $\langle u|\partial u\rangle$ imaginary. Try $\Psi=e^{-i\theta}(u_k+\dot\lambda\,\delta)$ with $\langle u_k|\delta\rangle=0$ and $\dot\theta=E_k-\dot\lambda A_\lambda$. The terms of first order in $i\partial_t\Psi=H_k\Psi$ are
\begin{equation}
E_k\delta-A_\lambda u_k+i\,\partial_\lambda u_k=H_k\delta .
\end{equation}
Since $A_\lambda u_k=i\,u_k\langle u_k|\partial_\lambda u_k\rangle$, this is
\begin{equation}
(H_k-E_k)\,\delta=iQ\,\partial_\lambda u_k,\qquad Q=1-|u_k\rangle\langle u_k| .
\label{first}
\end{equation}
A gap to the other bands keeps $\delta$ finite. In the example the gap is 9.0~eV at the start of the displacement and 9.2~eV at its end.

\textbf{Q:} And the velocity in this state?

\textbf{A:} The velocity operator is $p+k=\partial_kH_k$. To first order its expectation value is
\begin{equation}
v_k=\partial_kE_k+2\dot\lambda\,{\rm Re}\langle u_k|\partial_kH_k|\delta\rangle .
\end{equation}
Both terms follow from the $k$ derivative of $(H_k-E_k)u_k=0$, which reads
\begin{equation}
(\partial_kH_k-\partial_kE_k)u_k=-(H_k-E_k)\,\partial_ku_k .
\end{equation}
Its overlap with $u_k$ gives $\langle u_k|\partial_kH_k|u_k\rangle=\partial_kE_k$. Its overlap with $\delta$, together with $\langle u_k|\delta\rangle=0$ and Eq.~(\ref{first}), gives
\begin{equation}
\langle u_k|\partial_kH_k|\delta\rangle
=-\langle\partial_ku_k|(H_k-E_k)|\delta\rangle
=-i\langle\partial_ku_k|Q|\partial_\lambda u_k\rangle .
\end{equation}
Since $2\,{\rm Re}(-iz)=2\,{\rm Im}\,z$, we need twice the imaginary part of the last matrix element. The piece that $Q$ subtracts, $\langle\partial_ku_k|u_k\rangle\langle u_k|\partial_\lambda u_k\rangle$, is a product of two imaginary numbers, hence real, and drops out. Therefore
\begin{align}
v_k-\partial_kE_k
&=2\dot\lambda\,{\rm Im}\langle\partial_ku_k|\partial_\lambda u_k\rangle\nonumber\\
&=\dot\lambda\left(\partial_\lambda A_k-\partial_kA_\lambda\right).
\label{curv}
\end{align}
To see the last step, differentiate the definitions. The mixed second derivatives cancel, which leaves $i(z^*-z)=2\,{\rm Im}\,z$ with $z=\langle\partial_ku_k|\partial_\lambda u_k\rangle$.

Now sum over the filled band, with two spins and charge $-1$. Choose phases such that $e^{ikx}u_k$ is periodic in $k$ with period $2\pi/a$. Then $E_k$ and $A_\lambda$ are periodic too, and their $k$ derivatives integrate to zero:
\begin{equation}
\langle j_{\rm el}\rangle=-2\int_0^{2\pi/a}\frac{dk}{2\pi}\,v_k
=-\frac{2}{a}\frac{dx_w}{dt},\qquad
x_w=\frac{a}{2\pi}\int_0^{2\pi/a}A_k\,dk .
\label{xw}
\end{equation}
The integral of $A_k$ is a Berry phase. An ion of charge $Z$ at $X$ contributes $Z\dot X/a$ to the average current. Hence Eq.~(\ref{delta}) is the change of
\begin{equation}
P=\frac1a\Big(\sum_{\rm ions}ZX-2x_w\Big).
\label{P}
\end{equation}

\textbf{Q:} This looks like a cell dipole again, with the electrons placed at $x_w$.

\textbf{A:} It is the dipole of a neutral unit, but the unit is not a piece cut out of $\rho$. Define the Wannier function $w(x)=\frac{a}{2\pi}\int dk\,e^{ikx}u_k(x)$. Using $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts, with no boundary term because $e^{ikx}u_k$ is periodic in $k$, we find
\begin{equation}
x\,w(x)=\frac{a}{2\pi}\int dk\,e^{ikx}\,i\partial_ku_k(x).
\end{equation}
The overlap over all $x$ of $e^{ik'x}u_{k'}$ with $e^{ikx}f_k$, where $f_k$ is cell-periodic, is $\frac{2\pi}{a}\delta(k-k')\langle u_k|f_k\rangle$. So $\langle w|x|w\rangle=\frac{a}{2\pi}\int A_k\,dk=x_w$. The functions $w(x-na)$ span the filled band. They are orthogonal to one another, but their tails reach into the neighbouring cells. Since $w(x-na)=\frac{a}{2\pi}\int dk\,e^{-ikna}e^{ikx}u_k(x)$ and $\sum_ne^{i(k'-k)na}=\frac{2\pi}{a}\delta(k-k')$, we have $\sum_n|w(x-na)|^2=\frac{a}{2\pi}\int dk\,|u_k(x)|^2$, the electron density per spin. The density shows only this sum, and a cut at $x_0$ slices through the tails.

\section{The numbers}

\textbf{Q:} What does this give for the chain?

\textbf{A:} On a mesh of spacing $\Delta k$, $\langle u_k|u_{k+\Delta k}\rangle\approx1-i\,\Delta k\,A_k$, so in the limit of a fine mesh, and up to a multiple of $a$,
\begin{equation}
x_w=-\frac{a}{2\pi}\,{\rm Im}\ln\prod_k\langle u_k|u_{k+\Delta k}\rangle .
\end{equation}
The last overlap is closed with $u_{k+2\pi/a}=e^{-2\pi ix/a}u_k$. Each state then enters once as a bra and once as a ket, and arbitrary phases from the diagonalization cancel. With 200 points, $x_w=0$ at $\lambda=0$ and $x_w=-0.0774$~\AA\ at $\lambda=0.2$~\AA. Equation~(\ref{P}) gives
\begin{align}
P(0)&=\frac{2.0-0}{4.0}\,e=0.500\,e,\\
P(0.2\ \text{\AA})&=\frac{2.2+2(0.0774)}{4.0}\,e=0.589\,e .
\end{align}
Thus $\Delta P=0.089\,e$, of which $0.2/4=0.050\,e$ is ionic and $0.039\,e$ electronic. The dipole change per cell is $a\,\Delta P=0.355\,e$\,\AA, or $0.670$ atomic units. As B moves right, the Wannier centre moves left, and negative charge moving left adds to the polarization.

\textbf{Q:} Can you show me the charge that my fixed boundary missed?

\textbf{A:} Solve Eq.~(\ref{first}) by a sum over the other bands. With $\psi_k=e^{ikx}(u_k+\dot\lambda\delta)$, the local electronic current is $-2\frac{a}{2\pi}\int dk\,{\rm Im}(\psi_k^*\partial_x\psi_k)$, kept to first order in $\dot\lambda$. Add the current of the moving ion B and integrate over the displacement. In units of $e$:
\begin{center}
\begin{tabular}{rrrr}
$x_0$ (\AA) & change of $P_{\rm cell}$ & crossed $x_0$ & sum\\
$-1$ & $0.0540$ & $0.0347$ & $0.0887$\\
$0$ & $-0.0095$ & $0.0982$ & $0.0887$\\
$2$ & $-0.1617$ & $0.2504$ & $0.0887$
\end{tabular}
\end{center}
The sum is the same in each row and equals $\Delta P$, as Eq.~(\ref{missing}) requires.

\section{More than one value}

\textbf{Q:} Something is wrong at $\lambda=0$. The chain then has inversion symmetry about each ion, yet you find $P=0.5\,e$.

\textbf{A:} $P$ is a set of values. Replacing $u_k$ by $e^{-i\varphi(k)}u_k$ adds $\varphi'(k)$ to $A_k$. For $e^{ikx}u_k$ to remain periodic, $\varphi$ may grow across the zone by $2\pi m$ with $m$ an integer. This moves $x_w$ by $ma$ and $P$ by $-2m$. Assigning a B ion to the neighbouring cell moves $P$ by $\pm1$. The allowed values in this model are thus spaced by $e$. At $\lambda=0$ they are $\ldots,-0.5,0.5,1.5,\ldots$ in units of $e$, and inversion maps this set onto itself. The change $\Delta P$ along a given path has no such freedom, because $x_w$ is followed continuously.

\textbf{Q:} Does a real piece of crystal choose one of these values?

\textbf{A:} Its ends do. Build a chain from neutral units $f(x-na)$, each made of the two ions and $-2|w|^2$, with dipole $\int yf(y)\,dy=aP$. Count the charge to the right of a cut in the interior, and average over cut positions across one period. A charge then counts with a weight $r(x)$ that rises linearly from 0 to 1 over a length $a$. Summed over the units, this gives
\begin{equation}
\sigma=\int f(y)\,F(y)\,dy,\qquad F(y)=\sum_n r(y+na).
\end{equation}
For any $y$, one term of $F$ lies on the ramp, so $F$ has slope $1/a$ and $F(y)=y/a+\text{const}$. The constant multiplies the zero charge of the unit, and $\sigma=P$. At a real end the electrons rearrange, but as long as no charge passes through the interior, the total $\sigma$ is unchanged.

I solved a chain of ten cells on a real-space grid by finite differences and filled its ten lowest levels, with no use of Bloch states. For $\lambda=0.2$~\AA\ the right-end charge is $0.589\,e$ when the chain starts with A on the left. If the last B ion is carried from the right end to the left end, it is $-0.411\,e$. Both belong to the set, one unit apart.

\section{Where the cell dipole works}

\textbf{Q:} For a crystal of well separated molecules I would still draw the cell around a molecule. Is that wrong too?

\textbf{A:} No. Put the boundary in the void between molecules, where the ionic and the electronic densities are each negligible; a zero of their sum, which also occurs in the 4~\AA\ chain, is not enough. The slope in Eq.~(\ref{slope}) vanishes there. The ions and the Wannier function of one unit fit inside the cell, so Eq.~(\ref{cell}) becomes Eq.~(\ref{P}). With the period stretched to 12~\AA\ and B kept at 2.2~\AA, a cut at $x_0=-4.9$~\AA\ gives $0.177\,e$, and so does the Berry phase.

\textbf{Q:} So there the average over origins should also be safe.

\textbf{A:} It is still zero, since Eq.~(\ref{average}) assumed nothing about how the charge is distributed. Origins that cut through the molecule cancel the good ones. What made the cell dipole right was a boundary in the void: each unit lies wholly inside its cell, which fixes the value, and no charge crosses the boundary, which fixes the change. In the 4~\AA\ chain each boundary in the table is crossed, and the current, or the phases of the Bloch states, must supply what the cell dipole leaves out.

\textbf{Q:} And if the crystal becomes metallic on the way?

\textbf{A:} Then the derivation fails. Where the gap closes, $\delta$ in Eq.~(\ref{first}) need not stay finite. And if a band is only partly filled, the integral in Eq.~(\ref{xw}) no longer runs over the whole zone, so the $k$ derivatives need not integrate to zero. The formulas here hold for independent electrons in one isolated, filled band, at fixed period and zero macroscopic field.
